# Matching Landauer Transmission to Boltzmann Conductivity in One, Two and Three Dimensions: test program

```python
"""Landauer transport with T = lam/(lam+L) against Boltzmann transport.

Result under test: GL/A tends to the Boltzmann conductivity when
lam = 2 <v_x^2> tau / <|v_x|> = (2, pi/2, 4/3) v tau in d = 1, 2, 3.
G: conductance, L: length, A: cross-section (1, width or area),
v: speed, tau: momentum relaxation time, <>: average over directions,
M: modes per spin, D: density of states with both spins.
The finite-length formula is compared with the slab Boltzmann equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

DIMS = (1, 2, 3)
CLAIMED = {1: 2.0, 2: np.pi / 2, 3: 4.0 / 3.0}


def angular_average(d, func):
    """Average func(cos theta) over all directions in d dimensions."""
    if d == 1:
        return 0.5 * (func(1.0) + func(-1.0))
    if d == 2:
        parts = [quad(lambda t: func(np.cos(t)), a, a + np.pi / 2)[0]
                 for a in (0.0, np.pi / 2)]
        return sum(parts) / np.pi
    return 0.5 * (quad(func, -1, 0)[0] + quad(func, 0, 1)[0])


def slab_transmission(d, length, g=0.0, n=32):
    """Boltzmann slab with absorbing contacts; length in scattering lengths.

    g is the mean cosine of the scattering angle (g = 0: isotropic).
    The momentum relaxation length is then 1/(1-g).
    """
    if d == 1:
        half, weight = np.array([1.0]), np.array([0.5])
    else:
        node, weight = np.polynomial.legendre.leggauss(n)
        node, weight = (node + 1) / 2, weight / 4
        half = np.cos(np.pi * node / 2) if d == 2 else node
    mu = np.concatenate([half, -half])
    w = np.concatenate([weight, weight])
    kernel = w[None, :] * (1 + d * g * np.outer(mu, mu))
    rates, modes = np.linalg.eig((kernel - np.eye(len(mu))) / mu[:, None])
    # The double zero rate belongs to the constant and linear solutions.
    keep = np.argsort(abs(rates))[2:]
    rates, modes = rates[keep].real, modes[:, keep].real
    origin = np.where(rates > 0, length, 0.0)

    def basis(x):
        return np.column_stack([np.ones(len(mu)), x - mu / (1 - g),
                                modes * np.exp(rates * (x - origin))])

    boundary = np.where(mu[:, None] > 0, basis(0.0), basis(length))
    coefficient = np.linalg.solve(boundary, (mu > 0).astype(float))
    flux = np.dot(w * mu, basis(0.0) @ coefficient)
    return flux / np.sum((w * mu)[mu > 0])


# Angular averages and the resulting factors.
mean_abs, mean_sq, factor = {}, {}, {}
print("Direction averages and lam/(v tau), dimensionless")
for d in DIMS:
    mean_abs[d] = angular_average(d, abs)
    mean_sq[d] = angular_average(d, lambda c: c * c)
    factor[d] = 2 * mean_sq[d] / mean_abs[d]
    assert abs(factor[d] - CLAIMED[d]) < 1e-10
    print(f"{d}D: <|vx|>/v={mean_abs[d]:.6f} <vx^2>/v^2={mean_sq[d]:.6f}"
          f" factor={factor[d]:.6f}")

# Long-slab slope of 1/T gives lam from the kinetic equation alone.
print("Slab Boltzmann: lam/(v tau) from the slope of 1/T, dimensionless")
for d in DIMS:
    found = []
    for g in (0.0, 0.3):
        t_short, t_long = (slab_transmission(d, x, g) for x in (30.0, 60.0))
        lam_slab = 30.0 / (1 / t_long - 1 / t_short)
        found.append(lam_slab * (1 - g))
        assert abs(found[-1] / CLAIMED[d] - 1) < 1e-6
    print(f"{d}D: isotropic {found[0]:.6f}, mean cosine 0.3 {found[1]:.6f}")

# Accuracy of the interpolation at all lengths; exact in 1D.
lengths = np.geomspace(0.05, 50.0, 40)
print(f"Interpolation error, L/(v tau) from {lengths[0]:.2f}"
      f" to {lengths[-1]:.0f}, isotropic scattering")
for d in DIMS:
    exact = np.array([slab_transmission(d, x) for x in lengths])
    finer = np.array([slab_transmission(d, x, n=48) for x in lengths])
    assert np.max(abs(exact - finer)) < 1e-4
    excess = CLAIMED[d] / (CLAIMED[d] + lengths) / exact - 1
    if d == 1:
        assert np.max(abs(excess)) < 1e-10
        for x in (0.5, 5.0):
            lam_aniso = 2 / (1 - 0.3)
            assert abs(slab_transmission(1, x, 0.3)
                       - lam_aniso / (lam_aniso + x)) < 1e-10
        print("1D: exact to rounding")
    else:
        assert np.min(excess) > 0 and np.max(excess) < 0.05
        worst = np.argmax(excess)
        print(f"{d}D: largest excess of T {100 * excess[worst]:.2f} %"
              f" at L/(v tau)={lengths[worst]:.2f}")

# Thin slab: one collision reverses half of the carriers.
thin = 0.002
print(f"Thin slab L/(v tau)={thin}: L/(1-T)/(v tau), and 2<|vx|>/v")
for d in DIMS:
    short_length = thin / (1 - slab_transmission(d, thin, n=64))
    # Finite thickness leaves a relative correction of order L log L.
    assert abs(short_length / (2 * mean_abs[d]) - 1) < 0.03
    print(f"{d}D: {short_length:.4f}, {2 * mean_abs[d]:.4f}")

# Thermal test in atomic units: band E(1+alpha E)=k^2/2, tau=1/(1+E).
alpha, chem, kt = 0.3, 0.5, 0.2


def minus_df(energy):
    return 1 / (4 * kt * np.cosh((energy - chem) / (2 * kt)) ** 2)


def modes_per_area(d, k):
    return {1: 1.0, 2: k / np.pi, 3: k * k / (4 * np.pi)}[d]


def landauer(d, length):
    def integrand(energy):
        k = np.sqrt(2 * energy * (1 + alpha * energy))
        lam = CLAIMED[d] * k / (1 + 2 * alpha * energy) / (1 + energy)
        transmission = 1.0 if length == 0 else lam / (lam + length)
        return modes_per_area(d, k) * transmission * minus_df(energy)
    total = quad(integrand, 0, 1, epsabs=0, epsrel=1e-9, limit=200)[0]
    total += quad(integrand, 1, 7, epsabs=0, epsrel=1e-9, limit=200)[0]
    return 2 * total / (2 * np.pi)


print(f"Thermal model (atomic units): alpha={alpha}, mu={chem}, kT={kt}")
axis = np.arange(-60, 61) * 0.1
for d in DIMS:
    grids = np.meshgrid(*([axis] * d), indexing="ij", sparse=True)
    k_squared = sum(component ** 2 for component in grids)
    energy = (np.sqrt(1 + 2 * alpha * k_squared) - 1) / (2 * alpha)
    vx = grids[0] / (1 + 2 * alpha * energy)
    sigma_b = 2 * np.sum(vx ** 2 / (1 + energy) * minus_df(energy)) \
        * (0.1 / (2 * np.pi)) ** d
    far = 1e6
    sigma_l = far * landauer(d, far)
    # The finite length leaves a relative error of about lam/L.
    assert abs(sigma_l / sigma_b - 1) < 1e-5
    ballistic = landauer(d, 0)
    crossover = sigma_b / ballistic
    series = 1 / (1 / ballistic + crossover / sigma_b)
    ratio = landauer(d, crossover) / series
    assert ratio < 1 - 1e-6
    print(f"{d}D: sigma Boltzmann={sigma_b:.6f} Landauer={sigma_l:.6f};"
          f" L={crossover:.4f}, G/G_series={ratio:.4f}")

# Worked example at zero temperature, SI units inside.
mass_ratio, fermi_ev, tau = 0.1, 0.1, 1e-13
mass, fermi = mass_ratio * const.m_e, fermi_ev * const.e
speed = np.sqrt(2 * fermi / mass)
k_fermi = mass * speed / const.hbar
quantum = 2 * const.e ** 2 / const.h


def density(d, energy):
    k = np.sqrt(2 * mass * energy) / const.hbar
    return {1: 2 * k / np.pi, 2: k ** 2 / (2 * np.pi),
            3: k ** 3 / (3 * np.pi ** 2)}[d]


print(f"Example: mass={mass_ratio} m_e, E_F={fermi_ev} eV,"
      f" tau={tau * 1e12:.1f} ps")
print(f"v={speed:.4e} m/s, k_F={k_fermi * 1e-9:.4f} 1/nm,"
      f" v tau={speed * tau * 1e9:.3f} nm, k_F v tau={k_fermi*speed*tau:.2f}")
print(f"2e^2/h={quantum * 1e6:.4f} microsiemens")
radius = 300.3  # k_F W/(2 pi) for a wide periodic cross-section
integer = np.arange(-301, 302)
count = {1: 1, 2: np.sum(abs(integer) < radius),
         3: np.sum(integer[:, None] ** 2 + integer ** 2 < radius ** 2)}
width_count = 2 * np.pi * radius / k_fermi
sigma, lam_si = {}, {}
for d in DIMS:
    step = 1e-4 * fermi
    dos = (density(d, fermi + step) - density(d, fermi - step)) / (2 * step)
    modes_flux = const.h / 4 * dos * speed * mean_abs[d]
    counted = count[d] / width_count ** (d - 1)
    # A finite cross-section limits the accuracy of the integer count.
    assert abs(counted / modes_flux - 1) < 3e-3
    assert abs(modes_per_area(d, k_fermi) / modes_flux - 1) < 1e-6
    lam_si[d] = CLAIMED[d] * speed * tau
    sigma[d] = density(d, fermi) * const.e ** 2 * tau / mass
    sigma_landauer = quantum * modes_per_area(d, k_fermi) * lam_si[d]
    assert abs(sigma_landauer / sigma[d] - 1) < 1e-10
    unit = {1: "S m", 2: "S", 3: "S/m"}[d]
    print(f"{d}D: lam={lam_si[d] * 1e9:.3f} nm,"
          f" n={density(d, fermi):.4e} m^-{d}")
    print(f"    sigma Drude={sigma[d]:.5e}, Landauer={sigma_landauer:.5e}"
          f" {unit}")

modes_width = modes_per_area(2, k_fermi)
contact = 1 / (quantum * modes_width)
print(f"2D sheet: M/W={modes_width * 1e-6:.2f} per micrometre,"
      f" ballistic RW={contact * 1e6:.3f} ohm micrometre")
print("L (nm), T formula, T slab; RW and L/sigma (ohm micrometre)")
for length_nm in (20, 100, 500, 2000):
    length = length_nm * 1e-9
    transmission = lam_si[2] / (lam_si[2] + length)
    kinetic = slab_transmission(2, length / (speed * tau))
    resistance = contact / transmission
    assert abs(resistance / (contact + length / sigma[2]) - 1) < 1e-10
    assert abs(transmission / kinetic - 1) < 0.05
    print(f"{length_nm:5d}, {transmission:.4f}, {kinetic:.4f};"
          f" {resistance * 1e6:.2f}, {length / sigma[2] * 1e6:.2f}")

print("tests ok")
```

It prints:

```
Direction averages and lam/(v tau), dimensionless
1D: <|vx|>/v=1.000000 <vx^2>/v^2=1.000000 factor=2.000000
2D: <|vx|>/v=0.636620 <vx^2>/v^2=0.500000 factor=1.570796
3D: <|vx|>/v=0.500000 <vx^2>/v^2=0.333333 factor=1.333333
Slab Boltzmann: lam/(v tau) from the slope of 1/T, dimensionless
1D: isotropic 2.000000, mean cosine 0.3 2.000000
2D: isotropic 1.570796, mean cosine 0.3 1.570796
3D: isotropic 1.333333, mean cosine 0.3 1.333333
Interpolation error, L/(v tau) from 0.05 to 50, isotropic scattering
1D: exact to rounding
2D: largest excess of T 2.25 % at L/(v tau)=0.71
3D: largest excess of T 3.37 % at L/(v tau)=0.71
Thin slab L/(v tau)=0.002: L/(1-T)/(v tau), and 2<|vx|>/v
1D: 2.0020, 2.0000
2D: 1.2796, 1.2732
3D: 1.0072, 1.0000
Thermal model (atomic units): alpha=0.3, mu=0.5, kT=0.2
1D: sigma Boltzmann=0.301793 Landauer=0.301793; L=1.0259, G/G_series=0.9951
2D: sigma Boltzmann=0.084668 Landauer=0.084668; L=0.8191, G/G_series=0.9983
3D: sigma Boltzmann=0.022079 Landauer=0.022079; L=0.6936, G/G_series=0.9988
Example: mass=0.1 m_e, E_F=0.1 eV, tau=0.1 ps
v=5.9310e+05 m/s, k_F=0.5123 1/nm, v tau=59.310 nm, k_F v tau=30.39
2e^2/h=77.4809 microsiemens
1D: lam=118.619 nm, n=3.2615e+08 m^-1
    sigma Drude=9.19074e-12, Landauer=9.19074e-12 S m
2D: lam=93.163 nm, n=4.1773e+16 m^-2
    sigma Drude=1.17714e-03, Landauer=1.17714e-03 S
3D: lam=79.080 nm, n=4.5415e+24 m^-3
    sigma Drude=1.27975e+05, Landauer=1.27975e+05 S/m
2D sheet: M/W=163.08 per micrometre, ballistic RW=79.144 ohm micrometre
L (nm), T formula, T slab; RW and L/sigma (ohm micrometre)
   20, 0.8233, 0.8077; 96.13, 16.99
  100, 0.4823, 0.4732; 164.10, 84.95
  500, 0.1571, 0.1560; 503.90, 424.76
 2000, 0.0445, 0.0444; 1778.17, 1699.03
tests ok
```
